Exact Photon Frequencies of a Moving Free Atom: Doppler and Recoil Shifts

An excited atom crosses a vacuum chamber and emits a photon towards a detector. The measured frequency is not simply the internal energy released divided by Planck's constant. The atom is moving, so there is a Doppler shift. The photon also carries momentum, so the atom recoils, and its kinetic energy changes. When a ground-state atom absorbs a photon the same two effects occur, but, with both processes referred to the velocity before the event, the recoil shift has the opposite sign. What are the two frequencies, with no approximation in the velocity or in the recoil?

**The quantities and the conditions**

Let M be the rest mass of the atom in its ground state and M* its rest mass in the excited state. Internal energy contributes to rest mass, so

M* = M + E0/c², E0 = ħω0,

where E0 is the internal energy difference and ω0 the corresponding angular frequency. The velocity before the event is v = βc, for emission and absorption alike, and γ = 1/√(1 − β²). The unit vector n points along the photon's travel. An atom moving towards a lamp whose light it absorbs therefore has n·β < 0.

The atom is free, the photon travels in vacuum, one photon is involved, and the initial momentum is definite. The internal levels are treated as sharp, so the natural linewidth is left out.

A four-momentum is written (energy/c, momentum), and the product of two of them is

A·B = A₀B₀ − **a**·**b**.

A particle of rest mass m has energy γmc² and momentum γmv. Its four-momentum squared is γ²m²c²(1 − β²) = m²c², in every inertial frame. The photon has energy ħω and momentum nħω/c, so its four-momentum K satisfies K² = (ħω/c)²(1 − n·n) = 0.

**First derivation: squaring the conservation law**

Let P* belong to the excited atom and P to the ground-state atom. For emission, conservation of energy and momentum reads P* = P + K. The final momentum of the atom is not wanted, so isolate P and square:

P = P* − K

P² = P*² − 2P*·K + K²

M²c² = M*²c² − 2P*·K.

The excited atom has the known initial velocity v, so

P*·K = (γM*c)(ħω/c) − (γM*v)·(nħω/c) = γM*ħω(1 − n·β).

Insert this and solve for the photon energy:

ħω_em = (M*² − M²)c² / [2γM*(1 − n·β)].

The difference of squares factors as

(M*² − M²)c² = (M* − M)c²(M* + M) = E0(M* + M).

Since M = M* − E0/c², the remaining mass ratio is

(M* + M)/(2M*) = (2M* − E0/c²)/(2M*) = 1 − E0/(2M*c²).

The emission frequency is therefore

ω_em = ω0 [1 − E0/(2M*c²)] / [γ(1 − n·β)].     (1)

For absorption the conservation law is P* = P + K again, but now P is the known initial four-momentum. Squaring it as it stands gives

M*²c² = M²c² + 2P·K, P·K = γMħω(1 − n·β).

The mass ratio is now (M* + M)/(2M) = 1 + E0/(2Mc²), and

ω_abs = ω0 [1 + E0/(2Mc²)] / [γ(1 − n·β)].     (2)

Squaring can admit a false solution in which the final atom has negative energy. In absorption this cannot happen, because the final energy is a sum of two positive energies. For emission the check is made below, in the frame where it is easiest. Each squared equation is linear in ω, so there is one frequency for each direction n.

It is convenient to define

r = E0/(Mc²), M* = M(1 + r).

The recoil factors are then

R_em = (M* + M)/(2M*) = (1 + r/2)/(1 + r)

R_abs = (M* + M)/(2M) = 1 + r/2.

For the same initial velocity and the same n the Doppler factors cancel in the ratio:

ω_abs/ω_em = M*/M = 1 + r.     (3)

**Second derivation: the atom's rest frame and a change of frame**

Now use the inertial frame in which the atom is initially at rest, and mark its quantities with a prime. Suppose the atom emits a photon of energy ε′. The photon has momentum ε′/c, and the atom acquires an equal and opposite momentum. Energy conservation is

M*c² = ε′ + √(M²c⁴ + ε′²).

Move ε′ to the left and square:

M*²c⁴ − 2M*c²ε′ + ε′² = M²c⁴ + ε′².

The terms ε′² cancel, which leaves

ε′_em = (M*² − M²)c²/(2M*) = E0[1 − E0/(2M*c²)].

The final atomic energy is

M*c² − ε′_em = (M*² + M²)c²/(2M*) > 0.

This settles the question of the false root. In the laboratory the final energy is γ(E′ + v·p′). Because |p′|c < E′ and |v| < c, it is positive there too.

For absorption by an atom at rest,

Mc² + ε′ = √(M*²c⁴ + ε′²)

M²c⁴ + 2Mc²ε′ + ε′² = M*²c⁴ + ε′²

ε′_abs = (M*² − M²)c²/(2M) = E0[1 + E0/(2Mc²)].

These results show where the energy goes. In emission the photon falls short of E0 by E0²/(2M*c²), which is the kinetic energy of the recoiling ground-state atom. In absorption the photon must bring E0²/(2Mc²) more than E0, because the excited atom ends up moving.

It remains to return to the laboratory. The Lorentz transformation of energy to a frame moving with velocity v is E′ = γ(E − v·p). For the photon, E = ħω and p = nħω/c, so

ε′ = γħω(1 − n·β), ħω = ε′/[γ(1 − n·β)].

Inserting ε′_em gives (1), and inserting ε′_abs gives (2).

**What each derivation assumes**

Both derivations need conservation of energy and momentum for the atom and photon alone, a massless photon, and internal energy that counts as rest mass. They differ in how relativity enters.

The first stays in the laboratory, apart from the check on the sign of the final energy in emission, which was borrowed from the rest frame. It needs the relativistic relation between energy, momentum and rest mass, but no rule for transforming a photon's frequency. The Doppler factor appears by itself, from the product of the photon's four-momentum with that of the initial atom.

The second needs the energy balance in one special frame, where the problem has no direction in it, and then the Lorentz transformation of the photon's energy. It uses the conservation laws in that frame only. Because the Lorentz transformation is linear, they then hold in the laboratory as well. In return it explains why the answer is a product: the recoil factor contains only masses, and the Doppler factor contains only the motion.

What each of the two factors contains depends on which velocity is used. Suppose emission is described by the velocity β_f of the atom after the event. Squaring P* = P + K, with P now the final four-momentum, gives

ω_em = ω0 [1 + E0/(2Mc²)] / [γ_f(1 − n·β_f)].

The recoil correction has changed sign, although the photon is the same. The sign of a recoil shift therefore has a meaning only once the reference velocity has been stated.

Both derivations fail together when a shared assumption fails. An atom held in a trap can pass momentum to the trap, so atom and photon no longer conserve momentum by themselves. In a refractive medium the photon relation K² = 0 no longer holds. If the excited level has a width, M* is not one sharp number, and the formulas, which use a single value of M*, do not give the shape of the line.

**Expansion into the familiar shifts**

Write x = n·β. Count β and x as first order and r as second order. The three factors are

1/γ = √(1 − β²) = 1 − β²/2 − …

1/(1 − x) = 1 + x + x² + x³ + …

R_em = 1 − (r/2)/(1 + r) = 1 − r/2 + r²/2 − …, R_abs = 1 + r/2.

Multiply them and keep terms through second order. With the upper sign for emission and the lower for absorption,

ω/ω0 = 1 + x + x² − β²/2 ∓ r/2 + third order.     (4)

The third-order terms come from x³, from x times −β²/2, and from x times ∓r/2:

x³ − xβ²/2 ∓ xr/2.     (5)

In (4), x is the first-order Doppler term, ∓r/2 is the recoil term, and −β²/2 is the second-order Doppler term, which comes from the time-dilation factor 1/γ. There is also x², which is of the same order as β²/2. Whether it must be written separately depends on how the first-order term is defined.

To see this, let k = nω/c be the wave vector of the actual photon. Then k·v = ωx. Multiplying (1) or (2) by 1 − x gives the exact relation

ω − k·v = ω0 √(1 − β²) R,     (6)

where R is R_em or R_abs. Its right-hand side contains no odd orders, so

ω = ω0 + k·v − ω0β²/2 ∓ ω0r/2 + fourth order.     (7)

With the actual wave vector, three correction terms are complete through third order. With the fixed value ω0/c in place of ω/c, the Doppler term is only ω0x, and x² has to be added by hand.

**The same terms from Newtonian kinetic energy**

Equation (7) can be understood without relativistic kinetic energies, provided that the change of rest mass is kept. Let p be the atom's momentum before emission. Energy conservation is

ħω = E0 + p²/(2M*) − (p − ħk)²/(2M).

Expanding the square gives

ħω = E0 + [p²/(2M*) − p²/(2M)] + ħk·p/M − ħ²k²/(2M).

With p = M*v the bracket is

(p²/2)(M − M*)/(MM*) = −(E0/c²)M*v²/(2M) = −(1 + r)E0β²/2.

To second order this is −E0β²/2. The next term is (1 + r)ħk·v, which is ħk·v to this order. The last is −(ħω)²/(2Mc²), or −E0r/2 to this order. These are the three corrections in (7) for emission.

The second-order Doppler term thus has a second reading. At fixed momentum, a lighter atom has more kinetic energy. Emission makes the atom lighter, and the extra kinetic energy is taken from the photon. If both masses are set equal, the term disappears. In a numerical test at small β, the equal-mass balance missed the correct ratio ω/ω0 by 0.5000 β², whereas the balance with unequal masses had no error of second order.

The recoil term can be read in a similar way. To leading order the final velocity is v − ħk/M, so the mean of the initial and final velocities is v − ħk/(2M). Then

k·v − ħk²/(2M) = k·[v − ħk/(2M)].

At this order the recoil shift is what turns the Doppler shift of the initial velocity into that of the mean velocity.

**Limiting cases**

If M grows without bound at fixed v and E0, then r → 0, both recoil factors become 1, and the pure Doppler formula remains. If v = 0, only the recoil factor remains. If the photon travels at right angles to v in the laboratory, then x = 0 and

ω = ω0 √(1 − β²) R.

The first-order shift is absent, while recoil and time dilation stay. If the photon travels along v, then x = β, and the Doppler factor is

√(1 − β²)/(1 − β) = √[(1 + β)/(1 − β)].

A case far from the small-shift regime shows the size of the factors. Take β = 0.8, an angle cosine of 0.6 and r = 0.5. Then 1/γ = 0.6 and 1 − x = 1 − 0.48 = 0.52, so the Doppler factor is 0.6/0.52 = 1.15385. The recoil factors are 1.25/1.5 = 0.83333 and 1.25. The products are 0.96154 for emission and 1.44231 for absorption. Solving the relativistic energy balance numerically, without squaring it, gives the same values. Over a grid of cases with β = 0, 0.3 and 0.8, five directions, and r = 0.01 and 0.5, the largest difference in ω/ω0 was 8.8 × 10⁻³⁹, which is the rounding level of the 40-digit arithmetic used.

**A hydrogen atom at 3000 m/s**

Take the 1s–2p transition of hydrogen in the nonrelativistic Coulomb model with reduced mass μ. With energy in units of μc²α², where α is the fine-structure constant, and ρ the radius in the matching length unit, the radial equation is

−u″/2 + [l(l + 1)/(2ρ²) − 1/ρ]u = εu.

For 1s, u = ρe^(−ρ) and u″ = (ρ − 2)e^(−ρ). The left side is (−ρ/2 + 1 − 1)e^(−ρ) = −u/2, so ε = −1/2. For 2p, u = ρ²e^(−ρ/2) and u″ = (2 − 2ρ + ρ²/4)e^(−ρ/2). The left side is (−1 + ρ − ρ²/8 + 1 − ρ)e^(−ρ/2) = −u/8, so ε = −1/8.

The levels are −13.598 eV and −3.400 eV, and E0 = 10.199 eV. Fine structure, hyperfine structure, the Lamb shift and the finite size of the proton are left out. The relativistic (Dirac) correction alone raises the frequency by 30 GHz for 2p₁/₂ and 41 GHz for 2p₃/₂. It splits the line by about 11 GHz and changes the first-order Doppler term below by 0.15 to 0.2 MHz, more than either of the two terms quadratic in the velocity. The frequency ν0 = E0/h = 2466.04 THz is therefore a model value. The small shifts below are given to many digits to display the kinematics at this fixed ν0, not to predict a measured line to that accuracy.

With Mc² = 938.783 MeV,

r = 10.1987 eV/(938.783 × 10⁶ eV) = 1.0864 × 10⁻⁸.

The speed gives β = 1.00069 × 10⁻⁵. For a photon at 60° to the velocity, x = β/2 = 5.00346 × 10⁻⁶. The terms of (4), multiplied by ν0, are

- first-order Doppler, ν0x: 12338.728 MHz
- the term ν0x²: 0.062 MHz
- second-order Doppler, −ν0β²/2: −0.123 MHz
- recoil, ∓ν0r/2: ∓13.395 MHz

Their sums are

emission: 12338.728 + 0.062 − 0.123 − 13.395 ≈ 12325.27 MHz

absorption: 12338.728 + 0.062 − 0.123 + 13.395 ≈ 12352.06 MHz.

The exact shifts agree with these to the digits shown. Absorption lies 26.79 MHz above emission, close to twice the recoil term, as (3) requires. The real 2p level is not sharp on this scale. Its lifetime of 1.6 ns gives a natural width of about 100 MHz, some seven times the recoil shift and nearly four times this separation. For this transition the emission and absorption lines therefore overlap, and the numbers are displacements of a line much wider than its recoil and second-order shifts.

What is left after second order is −67.186 Hz for emission and 66.713 Hz for absorption. For absorption, the third-order terms (5) give 66.714 Hz. For emission they give −67.331 Hz, which is off by more than a tenth of a hertz. The difference comes from the next term of R_em: ν0r²/2 = 0.146 Hz, and −67.331 + 0.146 = −67.185 Hz. This term is formally of fourth order, but here r is 108.5 times β². Counting r as a second-order quantity organizes the algebra; it does not guarantee that r and β² are of similar size.

The direction of the photon changes the balance of the small terms. At 90° the emission shift is

−13.39523 − 0.12347 = −13.5187 MHz,

which is recoil plus time dilation. Along the line of motion, the emission shifts at 0° and 180° are 24664.1844 MHz and −24690.7279 MHz. Averaging them removes the odd powers of x and leaves −13.272 MHz. This is the recoil term plus 0.123 MHz, not minus. The reason is that x² = β² on this line, so that x² − β²/2 = +β²/2. At fixed ω0, the second-order effect of motion thus changes sign with direction, while the time-dilation term itself does not.

Emission at 60° changes the atom's velocity by 3.257 m/s, about a thousandth of its speed. Divided by the photon's wavelength, about c/ν0, this small change is a Doppler shift of about ν0r, or 26.8 MHz, twice the recoil shift. That is the factor of two expected when the recoil shift refers to the mean of the initial and final velocities. The numerical output lists the shifts for all four directions.

Computed values

```
largest formula-minus-root difference in w/w0: 8.8e-39
strong test case: beta = 0.8, cosine = 0.6, r = 0.5
  emission w/w0 from balance: 0.96153846
  emission w/w0 from formula: 0.96153846
  absorption w/w0 from balance: 1.44230769
  absorption w/w0 from formula: 1.44230769
term missed without mass change, in beta^2: 0.5000
hydrogen 1s-2p, nonrelativistic, reduced mass
level 1s: -13.59829 eV
level 2p: -3.39957 eV
transition energy E0: 10.19872 eV
rest energy M c^2: 938.7831 MeV
r = E0/(M c^2): 1.086376e-08
nu0 = E0/h: 2466.0384 THz
atomic speed: 3000 m/s
beta: 1.000692e-05
n.beta at 60 degrees: 5.003461e-06
ratio r/beta^2: 108.5
first-order Doppler nu0 (n.beta): 12338.728133 MHz
term nu0 (n.beta)^2: 0.061736 MHz
second-order Doppler -nu0 beta^2/2: -0.123473 MHz
recoil size nu0 r/2: 13.395227 MHz
emission shift, exact: 12325.271102 MHz
emission shift, second order: 12325.271170 MHz
emission remainder: -67.186 Hz
emission third-order terms: -67.331 Hz
emission r^2 term: 0.146 Hz
absorption shift, exact: 12352.061690 MHz
absorption shift, second order: 12352.061623 MHz
absorption remainder: 66.713 Hz
absorption third-order terms: 66.714 Hz
absorption r^2 term: 0.000 Hz
absorption minus emission: 26.790587 MHz
velocity change in emission: 3.2569 m/s
exact shifts in MHz: angle in degrees, emission, absorption
    0  24664.1844  24690.9751
   60  12325.2711  12352.0617
   90  -13.5187  13.2718
  180  -24690.7279  -24663.9377
```
